# Large Annealing Steps for a Near-Delta Dopant Profile: Crank-Nicolson and TR-BDF2

A very thin indium-doped layer is buried in silicon and annealed for half an hour. The atoms spread over tens of nanometres, and the late profile is smooth and changes slowly. That invites long time steps. The initial profile, however, contains very short wavelengths, which should vanish almost at once. What a time-stepping method does to them decides whether a long step gives a usable profile or a negative concentration.

## Three cells by hand

Take three cells of width $h$, closed at both ends, with constant diffusivity $D$. Let $m$ be the fraction of the dose in the middle cell and $s$ the fraction in each outer cell, so that $2s+m=1$. The middle cell exchanges atoms with two neighbours:

$$\frac{dm}{dt}=\frac{D}{h^2}(2s-2m)=\frac{D}{h^2}(1-3m).$$

The deviation $u=m-\frac13$ from uniform filling therefore obeys $du/dt=-\lambda u$, with $\lambda=3D/h^2$. Start with every atom in the middle, $u_0=\frac23$. Choose a step $\Delta t$ with $\mu=D\Delta t/h^2=10$, so that $z=\lambda\Delta t=30$. The true deviation after one step is $\frac23e^{-30}$, practically zero.

**Crank-Nicolson (CN)** uses the average of the old and new rates:

$$u_1-u_0=-\frac z2(u_1+u_0)\quad\Rightarrow\quad u_1=\frac{1-z/2}{1+z/2}\,u_0=-\frac{14}{16}u_0=-0.875\,u_0 .$$

The middle cell then holds $0.333-0.583=-0.250$. A second step multiplies $u$ by $-0.875$ again and gives $0.3333+0.5104=0.8437$. The atoms appear to return to the middle.

**TR-BDF2** first makes a CN step over $\gamma\Delta t$. It then passes a parabola through the old, intermediate and new values and requires its slope at the new time to equal the new rate. With time measured in units of $\Delta t$ from the old value, the nodes are $0,\gamma,1$. Differentiating the three interpolation polynomials at 1 gives

$$\frac{1-\gamma}{\gamma}u_0-\frac{u_\gamma}{\gamma(1-\gamma)}+\frac{2-\gamma}{1-\gamma}u_1=-zu_1 .$$

Multiplication by $(1-\gamma)/(2-\gamma)$ yields

$$u_1=\frac{u_\gamma-(1-\gamma)^2u_0}{\gamma(2-\gamma)}-\frac{1-\gamma}{2-\gamma}zu_1 .$$

The implicit coefficient is $\gamma/2$ in the first solve and $(1-\gamma)/(2-\gamma)$ in the second. Making them equal lets both solves use one matrix. It requires $\gamma^2-4\gamma+2=0$, whose root below 1 is $\gamma=2-\sqrt2$. The common coefficient is $a=\gamma/2=1-1/\sqrt2=0.2929$.

For $z=30$, $az=8.787$, and the two stages give

$$\frac{u_\gamma}{u_0}=\frac{1-8.787}{1+8.787}=-0.796,\qquad
\frac{u_1}{u_0}=\frac{-0.796-0.172}{0.828\times9.787}=-0.119 .$$

The middle cell holds $0.3333-0.0795=0.2538$. This is not the true $0.333$, but it is positive, and the next step reduces the deviation again.

## Every grid mode

For $N$ cells, let $w_j$ be the dose fraction in cell $j$, with $j=0,\dots,N-1$. Atom balance gives

$$\frac{dw_j}{dt}=\frac D{h^2}(Lw)_j,\qquad (Lw)_j=w_{j+1}-2w_j+w_{j-1}.$$

At a wall the outward exchange is absent. The modes are $\cos[\theta_k(j+\frac12)]$ with $\theta_k=k\pi/N$ and $k=0,\dots,N-1$. They take equal values on the two sides of each wall, so no atoms cross it. Since $\cos(\phi+\theta)+\cos(\phi-\theta)-2\cos\phi=-4\sin^2(\theta/2)\cos\phi$, each mode decays independently with

$$z_k=4\mu\sin^2\frac{k\pi}{2N}.$$

The shortest wavelength has $z\approx4\mu$. One CN step multiplies a mode by

$$R_{\rm CN}=\frac{1-z/2}{1+z/2}.$$

For TR-BDF2, insert the stage $u_\gamma=u_0(1-az)/(1+az)$ together with $(1-\gamma)^2=3-2\sqrt2$ and $\gamma(2-\gamma)=2\sqrt2-2$:

$$R_{\rm TB}=\frac{(1-az)-(3-2\sqrt2)(1+az)}{(2\sqrt2-2)(1+az)^2}
=\frac{(2\sqrt2-2)-(4-2\sqrt2)az}{(2\sqrt2-2)(1+az)^2}=\frac{1-\sqrt2\,az}{(1+az)^2}.$$

**Fast modes.** For large $z$, write $R_{\rm CN}=-(1-2/z)/(1+2/z)$. The logarithm of its magnitude is $-4/z$ to leading order, so the top mode is multiplied by about $-e^{-1/\mu}$. A longer step damps it less. In contrast,

$$R_{\rm TB}\to-\frac{\sqrt2}{az}=-\frac{2(1+\sqrt2)}{z},$$

because $1/a=2+\sqrt2$. To find its most negative value, put $x=az$ and set the derivative to zero:

$$-\sqrt2(1+x)-2(1-\sqrt2x)=0\quad\Rightarrow\quad x=1+\sqrt2 .$$

There $R_{\rm TB}=-(1+\sqrt2)/(2+\sqrt2)^2=-(\sqrt2-1)/2=-0.207$, at $z=4+3\sqrt2=8.24$. No mode is reversed with more than 21% of its amplitude.

**Slow modes.** Expansion in small $z$ gives

$$R_{\rm CN}=1-z+\frac{z^2}2-\frac{z^3}4+\dots,\qquad
R_{\rm TB}=1-z+\frac{z^2}2-\frac{\sqrt2-1}2z^3+\dots$$

The true factor $e^{-z}$ has $-z^3/6$. The leading errors are thus $-0.083z^3$ for CN and $-0.040z^3$ for TR-BDF2. But TR-BDF2 needs two solves per step. Two CN half-steps cost the same and have error $-2(z/2)^3/12=-0.021z^3$. For a profile that is already smooth, CN is about twice as accurate per solve. The case for TR-BDF2 rests on the fast modes.

**What dose and width conceal.** The uniform mode has $R=1$, so both methods conserve dose. Away from walls, $z=2\mu(1-\cos\theta)=\mu\theta^2+\dots$, hence $R=1-\mu\theta^2+\dots$. In the Fourier transform of a centred profile the coefficient of $\theta^2$ is minus half the variance. Each step therefore adds $2\mu$ cells squared, or $2D\Delta t$, to the variance, which is the correct amount. A CN profile can have the right dose and variance and still be negative in the middle.

## When a step preserves positivity

Damping does not guarantee positivity. To find the limits, place all the dose in one cell of an infinite grid. Both methods are built from the inverse $K=(1-\nu L)^{-1}$. Its response to a filled cell has the form $g_j=g_0r^{|j|}$. Away from the source,

$$(1+2\nu)r=\nu(1+r^2)\quad\Rightarrow\quad r=\frac{1+2\nu-\sqrt{1+4\nu}}{2\nu},$$

and the source cell requires $g_0(1+2\nu-2\nu r)=1$, so $g_0=1/\sqrt{1+4\nu}$.

For CN, $\nu=\mu/2$ and $R_{\rm CN}=2/(1+z/2)-1$, so the step is $2K-1$. All cells except the source are positive. The source holds

$$w_0=\frac2{\sqrt{1+2\mu}}-1\ge0\quad\Longleftrightarrow\quad\mu\le\frac32 .$$

For TR-BDF2, $\nu=a\mu$. Since $1-\sqrt2x=(1+\sqrt2)-\sqrt2(1+x)$, the step is $(1+\sqrt2)K^2-\sqrt2K$. The response of $K^2$ is the sum of $g_0^2r^{|m|+|j-m|}$ over $m$. The $|j|+1$ cells from source to target each contribute $r^{|j|}$, and the cells outside contribute $2r^{|j|}r^2/(1-r^2)$. Together,

$$(K^2)_j=g_0^2r^{|j|}\left(|j|+\frac{1+r^2}{1-r^2}\right),\qquad \frac{1+r^2}{1-r^2}=\frac{1/r+r}{1/r-r}=(1+2\nu)g_0 .$$

The last equality uses $1/r+r=(1+2\nu)/\nu$ and $1/r-r=\sqrt{1+4\nu}/\nu$. Hence

$$w_j=g_0r^{|j|}\left\{(1+\sqrt2)g_0\big[|j|+(1+2\nu)g_0\big]-\sqrt2\right\}.$$

The brace is smallest at $j=0$. Positivity requires $(1+\sqrt2)(1+2\nu)\ge\sqrt2(1+4\nu)$, that is $\nu\le(1+\sqrt2)/2$. Dividing by $a$,

$$\mu\le\frac{(1+\sqrt2)(2+\sqrt2)}2=2+\frac3{\sqrt2}=4.12 .$$

Below its limit, each method turns any non-negative profile into another, because the result is a sum of non-negative responses. Closed walls add mirror images of these responses, so the limits remain sufficient on a finite grid. They need not be necessary there: in the three-cell example CN keeps the middle positive up to $\mu=2$.

The intermediate TR-BDF2 stage is a CN step with $\gamma\mu$, so its limit is $\mu\le1.5/\gamma=2.56$. This matters if a concentration-dependent diffusivity is evaluated from the stage.

Far above the limit, the TR-BDF2 brace at the source tends to $(1+\sqrt2)/2-\sqrt2=-0.207$. Dividing $w_0$ by $h$ gives a concentration proportional to $-0.207/(2\sqrt{aD\Delta t})$, which stays negative and finite as $h\to0$. Refining the grid does not remove this negative centre for a true delta layer.

## How long the CN spike survives

After $n$ steps of total time $T=n\Delta t$, an initially filled cell far from walls holds

$$w_0=\frac1\pi\int_0^\pi R_{\rm CN}^n\,d\theta .$$

When $\mu\gg1$ and $n$ is at least a few, two groups of modes matter. Slow ones have $R^n\approx e^{-nz}$ and give the annealed peak $1/\sqrt{4\pi n\mu}$. Fast ones have $R^n\approx(-1)^ne^{-4n/z}$. Modes near $z=2$ are strongly damped. With $\varphi=\theta/2$ and $q=n/\mu$, the fast part is $(-1)^nI(q)$, where

$$I(q)=\frac2\pi\int_0^{\pi/2}e^{-q/\sin^2\varphi}d\varphi .$$

Differentiate with respect to $q$ and substitute $v=\cot\varphi$, for which $1/\sin^2\varphi=1+v^2$:

$$I'(q)=-\frac2\pi e^{-q}\int_0^\infty e^{-qv^2}dv=-\frac{e^{-q}}{\sqrt{\pi q}} .$$

This is the derivative of $\operatorname{erfc}\sqrt q$, and both functions equal 1 at $q=0$. Since $q=n^2h^2/(DT)$,

$$w_0\approx\frac1{\sqrt{4\pi n\mu}}+(-1)^n\operatorname{erfc}\frac{nh}{\sqrt{DT}} .$$

Now let the layer be a Gaussian of standard deviation $\sigma$, resolved by the grid. A mode of wavenumber $k$ has initial weight $e^{-\sigma^2k^2/2}$ and $z\approx D\Delta t\,k^2$. The spike is proportional to

$$\int_{-\infty}^{\infty}e^{-\alpha k^2-\beta/k^2}dk,\qquad \alpha=\frac{\sigma^2}2,\quad\beta=\frac{4n}{D\Delta t}.$$

Write the exponent as $-(\sqrt\alpha k-\sqrt\beta/k)^2-2\sqrt{\alpha\beta}$. On the positive axis, replacing $k$ by $\sqrt{\beta/\alpha}/k$ leaves the square unchanged. Averaging the two forms makes the measure $\frac1{2\sqrt\alpha}\,d(\sqrt\alpha k-\sqrt\beta/k)$, so the half-line integral of the squared part is $\frac12\sqrt{\pi/\alpha}$. The full integral is $\sqrt{\pi/\alpha}\,e^{-2\sqrt{\alpha\beta}}$. Relative to the initial peak, for which $\beta=0$, the spike is

$$(-1)^n\exp\left(-\frac{2\sqrt2\,n\sigma}{\sqrt{DT}}\right).$$

The cell width has disappeared. The two exponents balance at $k=(\beta/\alpha)^{1/4}$. The formula requires $hk\ll1$ there, as well as $D\Delta t\,k^2\gg1$.

## The buried indium layer

The layer has dose $10^{11}\ \mathrm{cm^{-2}}$ and $\sigma=1$ nm, and lies 150.5 nm deep. It is annealed for 1800 s at 1000 °C with $D=0.5\ \mathrm{nm^2/s}$. With 301 cells of 1 nm and five steps of 360 s, $\mu=0.5\times360/1^2=180$ and $\sqrt{DT}=30$ nm. The highest mode has $z=720$. One step multiplies it by $-0.994$ in CN and by $-0.0066$ in TR-BDF2. After five steps CN still keeps 97% of its amplitude, while TR-BDF2 keeps about $10^{-11}$.

The central concentration starts at $38.3\times10^{16}\ \mathrm{cm^{-3}}$. The reference below solves the same grid equations without time-step error. Values are in $10^{16}\ \mathrm{cm^{-3}}$.

| Step | CN | TR-BDF2 | Reference |
|---|---:|---:|---:|
| 1 | −28.6 | −0.53 | 2.10 |
| 2 | 29.3 | 1.77 | 1.49 |
| 3 | −24.8 | 1.15 | 1.21 |
| 4 | 25.5 | 1.05 | 1.05 |
| 5 | −22.2 | 0.936 | 0.940 |

CN turns the layer upside down at each step. When the centre is positive, the minimum moves elsewhere and remains negative, at $-4.8\times10^{16}$ after step 2. The final CN profile has seven slope reversals, where the reference has one.

TR-BDF2 also goes negative in the first step. Its negative cells hold 0.87% of the dose in magnitude, against 58% for CN. From the second step onward its minimum is positive. Early accuracy is still modest: the centre is 19% too high after step 2. At the end the largest error is 0.5% of the annealed peak, against almost 25 times that peak for CN.

The Gaussian formula predicts the final CN centre. The spike is $-\exp(-2.828\times5/30)=-0.624$ of the initial peak, and the annealed part is $\sigma/\sqrt{\sigma^2+2DT}=0.024$. Their sum is $-0.601$. The computation gives $-0.581$ with 1 nm cells and $-0.599$ with 0.25 nm cells, so refinement brings the result closer to the predicted spike instead of removing it.

Equal cost does not rescue plain CN with equal steps here. Ten steps need as many solves as five TR-BDF2 steps, yet leave $1.47\times10^{17}\ \mathrm{cm^{-3}}$ at the centre, about 16 times the correct value. On the 1 nm grid, CN needs 64 steps to bring the largest error below 1% of the annealed peak, and TR-BDF2 needs four steps, or eight solves.

Setting the Gaussian spike equal to 1% of the annealed peak predicts

$$n=\frac{30}{2.828}\ln\frac{100}{0.02356}\approx89 .$$

With 0.25 nm cells the computed number is 87. The 1 nm grid lies outside the formula's range, because at this $n$ the balancing wavenumber is about $2.9\ \mathrm{nm^{-1}}$ and $hk$ is not small.

Guaranteed positivity for every non-negative initial profile is more expensive. CN may take steps of at most 3.0 s, which means 600 solves. TR-BDF2 may take 8.2 s, which means 219 steps and 438 solves. Its advantage in this respect is small, and it reverses if the intermediate stage must also stay non-negative: $\mu\le2.56$ means 352 steps and 704 solves. Its main advantage over plain CN is rapid recovery when a brief, small negative value can be tolerated. CN can also be mended by a damped start. Backward-Euler half-steps use the CN matrix, multiply each mode by $1/(1+z/2)$ and preserve positivity at any step size. On the 1 nm grid, four such half-steps followed by six CN steps take ten solves, stay positive and leave a largest error of 0.4% of the annealed peak.

## Beside a real anneal

The diffusivity is a rough typical size for indium in silicon at this temperature. The dose is far below common channel implants, the 1 nm layer is unusually thin, and half an hour at 1000 °C is long for a modern device. Among the neglected effects that were sized, temperature error is the largest: 10 K too hot raises $D$ by about 29%, and hence the diffusion length by about 14%. If indium diffusivity scales with hole density, doping and its electric field together raise it by at most about 6%, at the initial peak. Two ramps at 10 K/s add the equivalent of less than 8 s. Direct implantation to this depth would give a much thicker layer, but a shallow implant could later be overgrown with silicon. Damage from such an implant would add roughly 1.5 s, if five excess interstitials per ion escape through the surface at 1000 °C from the full depth and indium moves wholly with interstitials. Release from the same depth at a lower temperature would count for more, because silicon self-diffusion slows faster on cooling than indium diffusion. With an activation energy near 4.95 eV for interstitial self-diffusion, the equivalent time is roughly 20 s for release at 800 °C, 90 s at 700 °C and several hundred seconds at 600 °C, where it rivals the 10 K temperature error. A perfectly absorbing surface would take 0.04% of the dose. The initial peak is about 0.4 of a rough solubility limit, so a tenfold dose would exceed it and break the constant-diffusivity model. Trapping at defects is not included and could hold indium in place. These effects change the physical profile; they do not explain a concentration that changes sign at every time step. The remaining values are in the numerical output.

## Computed values

```
diffusivity 0.5 nm^2/s; anneal 1800 s at 1273.15 K
dose 1.0e+11 cm^-2; straggle 1.0 nm; depth 150.5 nm
cell 1.0 nm; cells 301; steps 5 of 360 s
mu per step 180.0; sqrt(D T) 30.00 nm
highest mode z 719.980
highest-mode factor per step: CN -0.99446
highest-mode factor per step: TR-BDF2 -0.00662
highest-mode factor, all steps: CN -0.9726
highest-mode factor, all steps: TR-BDF2 -1.27e-11
TR-BDF2 lowest factor -0.20711 at z 8.2426
error/z^3: CN -0.0832; TR-BDF2 -0.0404
positivity limit of mu: CN 1.5000
positivity limit of mu: TR-BDF2 4.1213
positivity limit of mu: TR-BDF2 stage 2.5607
steps guaranteeing positivity: CN 600; longest step 3.00 s
steps guaranteeing positivity: TR-BDF2 219; longest step 8.24 s
one filled cell, step 1, fraction left: CN -0.8947
one filled cell, step 1, fraction left: TR-BDF2 -0.01384
one filled cell, 5 CN steps: -0.8041; law -0.8043
initial peak (cell average) 3.829e+17 cm^-3
concentrations in cm^-3: centre and minimum after each step
 step 1 CN centre -2.855e+17 min -2.855e+17
 step 1 TR-BDF2 centre -5.334e+15 min -5.334e+15
 step 1 exact-in-time centre 2.100e+16
 step 2 CN centre 2.931e+17 min -4.755e+16
 step 2 TR-BDF2 centre 1.773e+16 min 1.442e+11
 step 2 exact-in-time centre 1.486e+16
 step 3 CN centre -2.478e+17 min -2.478e+17
 step 3 TR-BDF2 centre 1.153e+16 min 1.764e+12
 step 3 exact-in-time centre 1.213e+16
 step 4 CN centre 2.549e+17 min -5.819e+16
 step 4 TR-BDF2 centre 1.054e+16 min 1.034e+13
 step 4 exact-in-time centre 1.051e+16
 step 5 CN centre -2.224e+17 min -2.224e+17
 step 5 TR-BDF2 centre 9.356e+15 min 3.657e+13
 step 5 exact-in-time centre 9.401e+15
negative dose, step 1: CN 58.16 %; TR-BDF2 0.87 %
slope reversals at end: CN 7; TR-BDF2 1; exact 1
max error / annealed peak: CN 24.66; TR-BDF2 0.00480
CN, 10 steps (equal solves): centre 1.469e+17 cm^-3
CN centre / initial peak: h 1.0 nm -0.5808; h 0.25 nm -0.5989; law -0.6006
steps for 1 % error: CN 64; TR-BDF2 4
CN steps for 1 %, h 0.25 nm: 87; law 88.6
neglected: 10 K too hot raises D by 29 %
neglected: two ramps at 10 K/s equal 7.8 s
neglected: p/n_i 1.028; field factor 1.027
neglected: damage interstitials equal 1.5 s
neglected: dose lost to an absorbing surface 0.039 %
initial peak / rough solubility 0.38
neglected: 600 s overgrowth at 650 C equals 0.0024 s
```
